# Hertz or plastic contact for a 50 nm abrasive on softened oxide

## Problem

During polishing, a spherical abrasive of diameter 50 nm is pressed into a chemically softened oxide layer by a normal force $F=20$ nN. Its radius is $R=25$ nm. The force corresponds to a mean pressure of 10.2 MPa over the projected sphere area $\pi R^2$, which need not equal the nominal polishing pressure.

The following are chosen model parameters, not measured properties of a particular oxide:

- layer: Young modulus $E_1=20$ GPa, yield stress $Y=1$ GPa, hardness $H=3$ GPa;
- abrasive: Young modulus $E_2=70$ GPa, no yielding;
- both: Poisson ratio $\nu=0.2$.

Here $Y$ is the von Mises yield stress and $H$ is the mean contact pressure in fully developed plastic indentation. The ratio $H/Y=3$ is an input.

(a) Find the contact radius and the indentation depth, and decide whether Hertz or plastic theory applies.

(b) Repeat the decision for two softer layers with the same elastic constants and the same $H/Y$: $Y=0.3$ GPa and $Y=0.04$ GPa.

Take both bodies as smooth, isotropic continua in frictionless contact, without adhesion, sliding or rate effects. The layer is thick compared with the contact radius.

## A tempting solution

The oxide has been softened, so it seems natural to treat it as plastic. The contact pressure is then set equal to the hardness:

$$
F=\pi a_p^2H,\qquad
a_p=\sqrt{\frac{20}{\pi\,(3)}}\ \text{nm}=1.457\ \text{nm}.
$$

The spherical cap with this rim radius has depth

$$
h_p=R-\sqrt{R^2-a_p^2}=0.042\ \text{nm}.
$$

The proposed answer is a plastic dent of radius 1.46 nm and depth 0.042 nm.

## Where it fails

The arithmetic is right, but the first equation assumes what had to be decided. Hardness is the mean pressure after plastic flow has developed around the contact. It is not the pressure at every load. "Softened" says that $Y$ or $E_1$ has fallen, not that this load reaches yield.

The elastic contact must be solved first. If its stresses nowhere reach $Y$, it is the solution and the hardness equation has no role.

## The elastic response to a point force

Let $z>0$ point into a half-space with shear modulus $G$, and let a force $P$ act along $+z$ at the origin. Write $\rho=\sqrt{x^2+y^2+z^2}$, $\phi=1/\rho$ and $\psi=\ln(\rho+z)$. Both functions are harmonic for $z>0$, and $\partial_z\psi=\phi$. The Boussinesq displacement is

$$
\mathbf u=\frac{P}{4\pi G}\left[-z\nabla\phi-(1-2\nu)\nabla\psi+(3-4\nu)\phi\,\mathbf e_z\right].
$$

To see that it is in equilibrium, call the bracket $\mathbf v$. Since $\nabla^2\phi=\nabla^2\psi=0$,

$$
\nabla\cdot\mathbf v=-\partial_z\phi+(3-4\nu)\partial_z\phi=2(1-2\nu)\partial_z\phi,
\qquad
\nabla^2\mathbf v=-2\nabla\partial_z\phi .
$$

Hence $(1-2\nu)\nabla^2\mathbf v+\nabla(\nabla\cdot\mathbf v)=0$, which is the elastic equilibrium equation.

For the stresses, use $v_z=-z\partial_z\phi+2(1-\nu)\phi$ and Hooke's law, $\sigma_{ij}=2G[\varepsilon_{ij}+\delta_{ij}\,\nu\,\nabla\cdot\mathbf u/(1-2\nu)]$:

$$
\sigma_{zz}=\frac{P}{2\pi}\left[(1-2\nu)\partial_z\phi-z\partial_z^2\phi+2\nu\partial_z\phi\right]
=\frac{P}{2\pi}\left[\partial_z\phi-z\partial_z^2\phi\right]
=-\frac{3Pz^3}{2\pi\rho^5}.
$$

Tension is positive, so the minus sign means compression. In the shear stress the terms in $\partial_x\phi$ cancel, leaving $\sigma_{xz}=-(P/2\pi)\,z\,\partial_x\partial_z\phi$, and similarly for $y$. All tractions therefore vanish on $z=0$ away from the force. With $r^2=x^2+y^2$, the force carried through a plane at depth $z$ is

$$
\int_0^\infty\frac{3Pz^3}{2\pi\rho^5}\,2\pi r\,dr
=3Pz^3\,\frac{1}{3z^3}=P,
$$

as required. At the surface $v_z=2(1-\nu)/r$. Since $G=E/[2(1+\nu)]$,

$$
u_z(r)=\frac{(1-\nu)P}{2\pi Gr}=\frac{(1-\nu^2)P}{\pi Er}.
$$

## The Hertz contact

For $a\ll R$, each body responds nearly as a half-space. Equal and opposite pressures act on the two bodies, so their compliances add:

$$
\frac1{E^*}=\frac{1-\nu^2}{E_1}+\frac{1-\nu^2}{E_2}
=\frac{0.96}{20}+\frac{0.96}{70}\ \text{GPa}^{-1},
\qquad E^*=16.20\ \text{GPa}.
$$

Try the pressure $p(r)=p_0\sqrt{1-r^2/a^2}$ inside a circle of radius $a$. To sum the point-force displacements at a field point inside the circle, use polar coordinates $(\ell,\theta)$ centred on that point. The area element $\ell\,d\ell\,d\theta$ cancels the $1/\ell$ of the response. With $c=r\cos\theta$ and $A^2=a^2-r^2\sin^2\theta$, the combined displacement is

$$
u(r)=\frac{p_0}{\pi E^*a}\int_0^{2\pi}d\theta\int_0^{A-c}\sqrt{A^2-(\ell+c)^2}\,d\ell .
$$

Putting $w=\ell+c$ turns the inner integral into

$$
\int_c^A\sqrt{A^2-w^2}\,dw=\frac{\pi A^2}{4}-\int_0^c\sqrt{A^2-w^2}\,dw .
$$

The last term is odd in $c$, so opposite directions cancel. What remains is

$$
u(r)=\frac{p_0}{\pi E^*a}\,\frac{\pi}{4}\int_0^{2\pi}(a^2-r^2\sin^2\theta)\,d\theta
=\frac{\pi p_0}{4E^*a}(2a^2-r^2).
$$

Let $\delta$ be the approach of distant points in the two bodies. Near its lowest point the sphere rises by $R-\sqrt{R^2-r^2}\simeq r^2/(2R)$, so contact requires $u(r)=\delta-r^2/(2R)$. Comparing the $r^2$ terms, and then the constants, gives

$$
\frac{\pi p_0}{4E^*a}=\frac1{2R}
\ \Rightarrow\ p_0=\frac{2E^*a}{\pi R},
\qquad
\delta=\frac{\pi p_0a}{2E^*}=\frac{a^2}{R}.
$$

The surfaces must also not overlap outside the circle. For $r>a$, the lines that meet the pressure have $|\sin\theta|<a/r$, and

$$
u(r)=\frac{p_0}{\pi E^*a}\,\frac{\pi}{2}\int_{|\sin\theta|<a/r}(a^2-r^2\sin^2\theta)\,d\theta,
\qquad -\frac{\pi}{2}<\theta<\frac{\pi}{2}.
$$

Extending this integral to the whole interval would give $\delta-r^2/(2R)$ again, but the added part is negative. Therefore $u(r)>\delta-r^2/(2R)$, and the gap is positive.

Finally, with $t=\sqrt{1-r^2/a^2}$ and $r\,dr=-a^2t\,dt$,

$$
F=\int_0^a p\,2\pi r\,dr=2\pi a^2p_0\int_0^1t^2dt=\frac{2\pi a^2p_0}{3}=\frac{4E^*a^3}{3R}.
$$

For the given load,

$$
a=\left[\frac{3(20)(25)}{4(16.20)}\right]^{1/3}\text{nm}=2.85\ \text{nm},
\qquad
\delta=\frac{(2.85)^2}{25}\ \text{nm}=0.325\ \text{nm}.
$$

The approach includes compression of the abrasive. The layer's share is the ratio of its compliance to the total, $E^*(1-\nu^2)/E_1=0.778$. The central depression of the oxide is therefore

$$
h_1=0.778(0.325)\ \text{nm}=0.253\ \text{nm}.
$$

Here $a/R=0.114$. At the contact edge, the parabola departs from the sphere by 0.16 percent of $\delta$.

These results also show what is wrong with the tempting answer. At a radius of 1.457 nm, the elastic contact carries

$$
\frac{4(16.20)(1.457)^3}{3(25)}\ \text{nN}=2.7\ \text{nN},
$$

not 20 nN. The sphere must sink further, and the contact must grow, before the load is balanced.

## Does the elastic solution yield?

The mean pressure is $p_m=F/(\pi a^2)=0.784$ GPa and the peak is $p_0=3p_m/2=1.18$ GPa. Neither should be compared directly with $Y$, because yield depends on differences between stress components.

On the axis, let $s=z/a$ and $b^2=1+s^2$. The substitution used for the force gives $\rho^2=a^2(b^2-t^2)$, and summing the point-force stress yields

$$
\sigma_{zz}=-3p_0s^3\int_0^1\frac{t^2dt}{(b^2-t^2)^{5/2}}
=-3p_0s^3\left[\frac{t^3}{3b^2(b^2-t^2)^{3/2}}\right]_0^1
=-\frac{p_0}{1+s^2}.
$$

The trace of the point-force stress is $2G(1+\nu)\nabla\cdot\mathbf u/(1-2\nu)=-(1+\nu)Pz/(\pi\rho^3)$. Its sum over the contact is

$$
T=-2(1+\nu)p_0s\int_0^1\frac{t^2dt}{(b^2-t^2)^{3/2}} .
$$

Integration by parts, using $d(b^2-t^2)^{-1/2}/dt=t(b^2-t^2)^{-3/2}$, gives

$$
\int_0^1\frac{t^2dt}{(b^2-t^2)^{3/2}}
=\frac1s-\int_0^1\frac{dt}{\sqrt{b^2-t^2}}
=\frac1s-\arctan\frac1s .
$$

By symmetry the two lateral stresses on the axis are equal, each $(T-\sigma_{zz})/2$. The von Mises stress is then

$$
\sigma_v=\left|\sigma_{zz}-\frac{T-\sigma_{zz}}2\right|
=p_0\left|\frac{3}{2(1+s^2)}-(1+\nu)\left(1-s\arctan\frac1s\right)\right|.
$$

A numerical one-dimensional maximization gives $\sigma_v=gp_0$ with $g=0.667$ at $z=0.448a=1.28$ nm. The most severely loaded material lies below the surface. At the surface centre the three compressive stresses are more nearly equal.

The axis need not govern a priori. Numerical summation of the point-force stresses on a grid with $0.2a\le r\le1.6a$ and $0.05a\le z\le1.5a$ gives at most $0.658p_0$, below the axial value. I take the axial maximum as the yield site on this evidence; the grid does not cover the thin strip $z<0.05a$, but there the stress is much lower: on the surface it is $(1-2\nu)p_0/2=0.30p_0$ at the centre and $(1-2\nu)p_0/\sqrt3=0.35p_0$ at the contact edge.

Yield begins at $p_0=Y/g$. Substituting $a=\pi Rp_0/(2E^*)$ into the force gives the yield load

$$
F_Y=\frac{2\pi}{3}p_0\left(\frac{\pi Rp_0}{2E^*}\right)^2
=\frac{\pi^3R^2}{6E^{*2}}\left(\frac Yg\right)^3=41.4\ \text{nN}.
$$

The applied load is 20 nN, about half of this. Equivalently, the maximum von Mises stress is $0.6673(1.176)=0.785$ GPa, below $Y=1$ GPa.

**Answer to (a).** Hertz theory applies within the stated model. The contact radius is 2.85 nm, the approach is 0.325 nm ($3.25\times10^{-10}$ m), and the oxide is depressed by 0.253 nm at its centre. The depression disappears on unloading, so this single normal contact leaves no plastic dent.

## When does the plastic formula apply?

Passing the yield load does not at once justify $F=\pi a_p^2H$. At first, a small yielded region is surrounded by elastic material. The plastic formula neglects elastic deformation, so that deformation must be small beside the crater depth.

To estimate it, take a Hertz-shaped pressure of mean $H$, hence peak $3H/2$. Its central elastic displacement is

$$
\delta_e=\frac{\pi a_p}{2E^*}\,\frac{3H}{2}=\frac{3\pi Ha_p}{4E^*}.
$$

If the contact edge stays at the original surface level, without pile-up or sink-in, the crater depth is $h_p\simeq a_p^2/(2R)$. The ratio is

$$
q=\frac{\delta_e}{h_p}=\frac{3\pi HR}{2E^*a_p}.
$$

This ratio can be read as a ratio of loads. The Hertz mean pressure is $2p_0/3=4E^*a/(3\pi R)$, and it equals $H$ at $a_x=3\pi RH/(4E^*)$. The Hertz and plastic radii therefore coincide at the load $F_x=\pi a_x^2H$. Since $a_p=\sqrt{F/(\pi H)}$,

$$
q=\frac{2a_x}{a_p}=2\sqrt{\frac{F_x}{F}} .
$$

Plastic theory needs $q\ll1$, that is $F\gg4F_x$. I adopt $q<0.2$ as a working accuracy criterion; nothing abrupt happens there. For the original layer $q=15$: the neglected elastic displacement would be fifteen times the supposed crater depth.

## The two softer layers

The elastic constants and load are unchanged, so the Hertz formula still returns $a=2.85$ nm. It contains no yield stress and cannot announce its own failure.

**Layer with $Y=0.3$ GPa, $H=0.9$ GPa.** The yield load is 1.12 nN, so 20 nN is far beyond the elastic limit. The Hertz mean pressure, 0.784 GPa, is nevertheless below the hardness. Comparing it with $H$ would wrongly suggest elastic contact, because yielding starts well before the mean pressure reaches $H$.

The plastic formula gives $a_p=2.66$ nm and $h_p=0.142$ nm, but $F_x=30.3$ nN and

$$
q=2\sqrt{30.3/20}=2.46 .
$$

Elastic deformation is not negligible. Neither theory applies, and the similar radii, 2.85 and 2.66 nm, do not validate either one. Nor do they bracket the true value: yielding makes the contact more compliant than Hertz, and the mean pressure is still below $H$, so the true radius exceeds both (about 3.4 nm, at a mean pressure near $1.9Y$, for a small-strain von Mises solid with negligible hardening). An elastic-plastic calculation is needed.

**Layer with $Y=0.04$ GPa, $H=0.12$ GPa.** This is a deliberately extreme case. The yield load is 0.0026 nN, $F_x=0.0717$ nN, and

$$
q=2\sqrt{0.0717/20}=0.12 .
$$

Plastic theory now applies by the adopted criterion:

$$
a_p=\sqrt{\frac{20}{\pi(0.12)}}\ \text{nm}=7.3\ \text{nm},
\qquad h_p=1.1\ \text{nm}.
$$

The neglected elastic displacement is about 12 percent of the crater depth, but it is not the only correction. Plastic flow conserves volume, so material piles up and the contact edge rises above the original surface. The cap depth of 1.1 nm is therefore measured from the raised rim. For a small-strain von Mises solid with negligible hardening, the approach under load is about 0.95 nm and the residual depth below the original surface about 0.85 nm. Here $a_p/R=0.29$, so small-strain estimates are themselves approximate, and the layer must be thick compared with 7.3 nm.

**Answer to (b).** The layer with $Y=0.3$ GPa is elastic-plastic, and the layer with $Y=0.04$ GPa is in the plastic regime.

## How firm is the elastic verdict?

The numbers in (a) assume a layer thick compared with 2.85 nm, whereas a real softened layer may be only a few nanometres thick or less. A thin softened film also feels the stiffer oxide below it. As a sensitivity calculation, replace $E_1$ everywhere by 70 GPa while keeping $Y=1$ GPa. Then $E^*=36.5$ GPa, the Hertz radius falls to 2.2 nm, and the peak pressure rises to 2.02 GPa. The yield load falls to 8.2 nN, so the 20 nN contact yields. This uniform stiff body is not a solution for a film on a substrate, but it shows that stiffness can reverse the decision at unchanged yield stress. For a 20 GPa film bonded to a 70 GPa substrate, the peak von Mises stress in the film is about 0.87 GPa at 4 nm thickness, 0.94 GPa at 2.7 nm and 1.07 GPa at 1 nm. The elastic verdict thus reverses only near 2 nm, although the approach has already fallen to about 0.25 nm at 2.7 nm.

The meaning of "50 nm" also matters. At fixed load, $a\propto R^{1/3}$, $\delta\propto R^{-1/3}$ and $F_Y\propto R^2$. If 50 nm were the radius, the contact would be 26 percent wider, the approach 21 percent smaller and the yield load four times larger.

A depression of 0.25 nm is comparable to atomic spacings, so the continuum depth is an estimate rather than a resolved surface profile. Adhesion would alter the force balance: in the DMT limit it adds $2\pi wR$ to the load, so a work of adhesion $w\approx0.14$ J/m$^2$ is enough to reach the yield load of 41.4 nN. Sliding would add shear stress. The verdict here is for normal pressing without either.
